# Discrete energy conservation for an implicit particle-field update: two derivations

## What symmetry and dimensions allow

A slab of plasma carries an imposed, spatially uniform current density $J_d$. The slab is divided into $N$ cells of width $h$, with an electric field $E_f$ on each cell face $f$. Its ends are joined periodically. One time step $\Delta t$ takes the fields $E_f$ to $E'_f$ and the energy per unit area $W$ to $W'$. What can the external work in this step look like?

It must be an energy per area proportional to the drive. The product $\Delta t\,J_d$ is a charge per area, so it must be multiplied by a voltage, that is, by $h$ times a sum of fields. Because $J_d$ is uniform and all faces are equivalent, each face enters with equal weight. If the update is symmetric in time, exchanging old and new states while replacing $\Delta t$ by $-\Delta t$ gives the same equations. The energy change then reverses sign, as does $\Delta t$, so the field in the work must be unchanged by the exchange. The linear combination of $E_f$ and $E'_f$ that is symmetric and reduces to $E_f$ for a steady field is their mean. The simplest balance these arguments allow is therefore

$$W'-W=\Delta t\,h\,J_d\sum_f \bar E_f,\qquad \bar E_f=\tfrac12(E_f+E'_f). \tag{1}$$

This argument fixes the drive term only to leading order in $\Delta t$. The plasma frequency $\omega_p$ makes $\omega_p\Delta t$ a pure number, so a factor $1+c(\omega_p\Delta t)^2+\dots$ on the right side is also allowed. The exact evolution of a cold plasma oscillation under a constant drive, for instance, is symmetric in time and carries the factor $\tan(\omega_p\Delta t/2)/(\omega_p\Delta t/2)$. Nor does the argument exclude an internal error odd in $\Delta t$, such as one proportional to $\Delta t^3$. That neither appears has to be derived from the update itself.

## The update

SI units are used. Macro-particle $p$ has charge $Q_p$ and mass $M_p$ per unit area, velocity $v_p$, and position $x_p$ measured in units of $h$. Primes denote new values and bars denote half-sums of old and new values. The update is

$$x'_p-x_p=\frac{\Delta t}{h}\bar v_p,\qquad M_p(v'_p-v_p)=\Delta t\,Q_p\sum_f w_{pf}\bar E_f, \tag{2}$$

$$\varepsilon_0\frac{E'_f-E_f}{\Delta t}+J_f=J_d,\qquad J_f=\frac1h\sum_p Q_p\bar v_p w_{pf}. \tag{3}$$

The first part of (3) says that displacement current plus particle current equals the imposed current. The weights $w_{pf}$ interpolate the field to the particle and also distribute the particle's current over the faces. This double use is what compatible interpolation means here. The weights may depend on $x_p$ and $x'_p$, which makes the equations implicit and nonlinear. The energy is

$$W=\sum_p\tfrac12M_pv_p^2+\frac{\varepsilon_0h}{2}\sum_fE_f^2. \tag{4}$$

Only the velocity along the slab is followed. There is no magnetic force, and no collisions or walls are included.

## First derivation: accounting for work

Factor the change in one particle's kinetic energy and insert (2):

$$\tfrac12M_p(v_p'^2-v_p^2)=M_p\bar v_p(v'_p-v_p)=\Delta t\,Q_p\bar v_p\sum_fw_{pf}\bar E_f.$$

Time centring enters here: the velocity in the exact factorization is the same $\bar v_p$ that appears in the current. Sum over particles and exchange the two finite sums:

$$\Delta K=\Delta t\sum_f\bar E_f\sum_pQ_p\bar v_pw_{pf}=\Delta t\,h\sum_f\bar E_fJ_f. \tag{5}$$

The last equality needs the weights in the force to be those in the current. The field energy factors in the same way, and (3) supplies the field increment:

$$\Delta F=\frac{\varepsilon_0h}{2}\sum_f(E_f'^2-E_f^2)=\varepsilon_0h\sum_f\bar E_f(E'_f-E_f)=\Delta t\,h\sum_f\bar E_f(J_d-J_f). \tag{6}$$

Adding (5) and (6) cancels $\bar E_fJ_f$ face by face and leaves (1). No expansion in $\Delta t$ or $h$ was made. For $J_d=0$ the energy is constant. For $\Delta t\to0$, (1) becomes $dW/dt=J_dh\sum_fE_f$, the current density times the voltage across the slab.

### What happens when a condition is broken

The same accounting gives the error of an imperfect step. Let particles feel $G_f$ instead of $\bar E_f$. Let $j_f=h^{-1}\sum_pQ_p\bar v_pw_{pf}$ be the directly deposited current, and let $J_f$ now denote the current used in the field equation. An unfinished solve leaves a residual

$$R_f=\varepsilon_0\frac{E'_f-E_f}{\Delta t}+J_f-J_d .$$

The particle work becomes $\Delta t\,h\sum G_fj_f$. Solving the residual equation for $E'_f-E_f$ turns the field work into $\Delta t\,h\sum\bar E_f(J_d-J_f+R_f)$. Beyond the external work there remains

$$\mathcal D=\Delta t\,h\sum_f\left(G_fj_f-\bar E_fJ_f+\bar E_fR_f\right). \tag{7}$$

Three cases follow.

**Smoothing.** Let $(Sa)_f=(a_{f-1}+2a_f+a_{f+1})/4$. If only the force is smoothed, then $G=S\bar E$ and $J=j$, and a converged step has $\mathcal D=\Delta t\,h\sum(S\bar E-\bar E)_fj_f$, which is in general not zero. If the current is also smoothed, $J=Sj$. Since $S$ is symmetric, $\sum(S\bar E)_fj_f=\sum\bar E_f(Sj)_f$, and the defect vanishes.

**Off-centred field.** Let $G=(1-\theta)E+\theta E'=\bar E+(\theta-\tfrac12)(E'-E)$. For a converged step with $J_d=0$, (3) gives $J_f=-\varepsilon_0(E'_f-E_f)/\Delta t$. Hence

$$\mathcal D=\Delta t\,h(\theta-\tfrac12)\sum_f(E'_f-E_f)J_f=-(\theta-\tfrac12)\varepsilon_0h\sum_f(E'_f-E_f)^2. \tag{8}$$

For $\theta>\tfrac12$ every step in which the field changes loses energy.

**Unfinished solve.** If the weights still match and the particles were last moved with the mean of the old and final fields, so that $G=\bar E$, then $\mathcal D=\Delta t\,h\sum\bar E_fR_f$. An iteration that instead stops just after a field update has $R=0$ but $G\neq\bar E$, and its defect is $\Delta t\,h\sum(G_f-\bar E_f)j_f$. The position $x'_p$ appears in neither expression. A wrong path inside the weights therefore costs no energy, provided the velocity and field equations are satisfied with those weights. It does affect the charge balance treated below.

## Second derivation: a rotation in energy space

Choose variables whose squared length is the energy:

$$a_p=\sqrt{M_p}\,v_p,\qquad b_f=\sqrt{\varepsilon_0h}\,E_f,\qquad u=(a,b),\qquad W=\tfrac12|u|^2.$$

Define $D_{pf}=Q_pw_{pf}/\sqrt{M_p\varepsilon_0h}$. Dividing the velocity equation by $\sqrt{M_p}$ gives

$$a'_p-a_p=\Delta t\sum_fD_{pf}\bar b_f.$$

Multiplying the field equation by $\Delta t\sqrt{h/\varepsilon_0}$ gives

$$b'_f-b_f=-\Delta t\sum_pD_{pf}\bar a_p+\Delta t\sqrt{h/\varepsilon_0}\,J_d.$$

The factors agree because $\sqrt{h/\varepsilon_0}\,(1/h)\,Q_pw_{pf}\bar v_p=Q_pw_{pf}\bar v_p/\sqrt{\varepsilon_0h}=D_{pf}\bar a_p$. Together,

$$u'-u=2B\bar u+\Delta t\,s,\qquad B=\frac{\Delta t}{2}\begin{pmatrix}0&D\\-D^{T}&0\end{pmatrix}, \tag{9}$$

where $s$ has components $\sqrt{h/\varepsilon_0}\,J_d$ on the faces and zero on the particles. Compatible interpolation now appears as $B^T=-B$, which implies $z\cdot Bz=0$ for every real vector $z$.

Since $u'=\bar u+\tfrac12(u'-u)$ and $u=\bar u-\tfrac12(u'-u)$,

$$u'=(1+B)\bar u+\tfrac12\Delta t\,s,\qquad u=(1-B)\bar u-\tfrac12\Delta t\,s.$$

Antisymmetry gives both vectors $(1\pm B)\bar u$ the same squared length,

$$|(1\pm B)\bar u|^2=|\bar u|^2\pm2\,\bar u\cdot B\bar u+|B\bar u|^2=|\bar u|^2+|B\bar u|^2.$$

In the difference $|u'|^2-|u|^2$ these lengths cancel, as do the two terms $\tfrac14\Delta t^2|s|^2$. The cross terms remain:

$$|u'|^2-|u|^2=\Delta t\,s\cdot(1+B)\bar u+\Delta t\,s\cdot(1-B)\bar u=2\Delta t\,s\cdot\bar u.$$

Half of this is $W'-W=\Delta t\,s\cdot\bar u$. Finally $s\cdot\bar u=\sqrt{h/\varepsilon_0}\,J_d\sqrt{\varepsilon_0h}\sum_f\bar E_f=hJ_d\sum_f\bar E_f$, which is (1) again.

Without drive, (9) reads $(1-B)u'=(1+B)u$. The matrix $1-B$ is invertible because $|(1-B)z|^2=|z|^2+|Bz|^2\ge|z|^2$. Thus, for given weights, the new state exists, is unique, and is obtained by a length-preserving linear map.

### Correct length, altered angle

A cold, uniform plasma oscillation shows what energy conservation leaves open. Take weights with $\sum_fw_{pf}=1$ and particles whose density stays uniform. With $L=Nh$ and $\omega_p^2=\sum_pQ_p^2/(M_p\varepsilon_0L)$, summing the velocity equation gives

$$J'-J=\Delta t\,\varepsilon_0\omega_p^2\bar E,\qquad E'-E=-\frac{\Delta t}{\varepsilon_0}\bar J,$$

where $J=L^{-1}\sum_pQ_pv_p$ is the current at a whole time level. Set $c=E+iJ/(\varepsilon_0\omega_p)$. The two equations combine into $c'-c=i\omega_p\Delta t\,\bar c$, so

$$c'=\frac{1+i\omega_p\Delta t/2}{1-i\omega_p\Delta t/2}\,c .$$

The factor has modulus one and phase $2\arctan(\omega_p\Delta t/2)$. The amplitude is preserved for every step size, but the phase per step is less than $\omega_p\Delta t$, so the frequency is too low.

For comparison, explicit leapfrog applied to the same oscillation gives $\sin(\Omega\Delta t/2)=\omega_p\Delta t/2$ for its frequency $\Omega$. It has no real solution beyond $\omega_p\Delta t=2$. The implicit phase remains real there.

## What each derivation assumes

Both derivations need the same weights in force and current, time-centred field and velocity, and solved velocity and field equations. Neither needs a particular shape of weight, a small step, or a cell smaller than the Debye length.

They differ in what they can absorb. The work account follows each term separately, so it yields the defect (7). It also survives a change of kinetic energy. For a relativistic particle with momentum $P$ and Lorentz factor $\gamma$, the identity $M^2c^2(\gamma'^2-\gamma^2)=P'^2-P^2$ gives

$$Mc^2(\gamma'-\gamma)=\frac{P+P'}{M(\gamma+\gamma')}(P'-P).$$

Equation (5) then still holds if this fraction replaces $\bar v$ in the current. The half-sum of velocities would not do in general.

The rotation argument uses a quadratic energy, since it identifies energy with a squared length. In return it proves that the linear problem at fixed weights is solvable, and it separates energy from phase. It does not prove that the nonlinear problem, with weights depending on $x'$, has a unique solution or that an iteration finds it. Nor does it say that two neighbouring solutions stay close, because each has its own matrix $B$.

## Charge and momentum

Energy conservation leaves the weights free, so they can be chosen to preserve Gauss's law as well. Let $S_1(y)=\max(0,1-|y|)$ be the hat function and average it along the straight path:

$$w_{pf}=\frac{1}{x'_p-x_p}\int_{x_p}^{x'_p}S_1(y-f)\,dy. \tag{10}$$

For a particle that does not move, the average is understood as its limit $S_1(x_p-f)$. The weight is symmetric under exchange of $x_p$ and $x'_p$, as the opening argument required. Let nodes lie at integers $i$ and faces at $i\pm\tfrac12$. Define the node charge density $\rho_i=h^{-1}\sum_pQ_pS_2(x_p-i)$, with $S_2(y)=\int_{y-1/2}^{y+1/2}S_1(z)\,dz$. Differentiating the integral gives $S_2'(y)=S_1(y+\tfrac12)-S_1(y-\tfrac12)$. Integrating along the path,

$$S_2(x'_p-i)-S_2(x_p-i)=(x'_p-x_p)\left(w_{p,i-1/2}-w_{p,i+1/2}\right).$$

Insert $x'_p-x_p=\Delta t\,\bar v_p/h$, multiply by $Q_p/h$ and sum:

$$\frac{\rho'_i-\rho_i}{\Delta t}=-\frac{J_{i+1/2}-J_{i-1/2}}{h}.$$

Subtracting the field equations (3) of the two adjacent faces removes $J_d$. The result is that $\varepsilon_0(E_{i+1/2}-E_{i-1/2})/h-\rho_i$ does not change. If Gauss's law holds initially, it persists. This step does need the converged path.

Momentum has no such protection. Its change is $\Delta t\sum_f\bar E_f\sum_pQ_pw_{pf}$. A force built from node charges and the mean of adjacent fields would sum to zero, because $\rho_i(E_{i+1/2}+E_{i-1/2})/2$ is proportional to $E_{i+1/2}^2-E_{i-1/2}^2$ by Gauss's law and telescopes around the periodic slab. The face-weighted charge in (10) does not have this form.

## Example: the bulk of a nitrogen discharge

The example is a 20 mm slab with density $10^{16}\ \mathrm{m^{-3}}$, 3 eV electrons and $\mathrm{N_2^+}$ ions at 0.03 eV, driven at 60 MHz with current amplitude $J_0=20\ \mathrm{mA/cm^2}=200\ \mathrm{A/m^2}$. These are rough typical values for a capacitive reactor. There are 40 cells and 6000 macro-particles per species. The cell is 3.88 Debye lengths wide and $\omega_p\Delta t=1.175$.

A cold-plasma estimate gives the expected work. For $J_d=J_0\sin\omega t$, differentiate $\varepsilon_0\dot E+J=J_d$ and use $\dot J=\varepsilon_0\omega_p^2E$:

$$\varepsilon_0(\ddot E+\omega_p^2E)=J_0\omega\cos\omega t,\qquad E=E_a\cos\omega t,\qquad E_a=\frac{J_0\omega}{\varepsilon_0(\omega_p^2-\omega^2)}.$$

This solution has zero initial current, as the run does, and $E_a=268.8$ V/m, which is also the uniform field from which the run starts. The work up to time $t$ is $L\int J_dE\,dt=(LJ_0E_a/2\omega)\sin^2\omega t$. At a quarter period, with $\omega=2\pi\times60\ \mathrm{MHz}=3.77\times10^8\ \mathrm{s^{-1}}$,

$$\frac{0.020\times200\times268.8}{2\times3.77\times10^8}\ \mathrm{J/m^2}=1.43\ \mathrm{\mu J/m^2}.$$

The run gives, in $\mathrm{\mu J/m^2}$:

| $t$/period | kinetic | field | work |
|---|---|---|---|
| 0 | 48.134 | 0.006 | 0 |
| 0.25 | 49.477 | 0.110 | 1.447 |
| 0.50 | 47.966 | 0.202 | 0.028 |
| 1.00 | 47.998 | 0.186 | 0.044 |

In the first quarter, by the unrounded output, the kinetic energy rises by 1.3435 and the field energy by 0.1033, together 1.4468, equal to the work. The largest imbalance at any step is $7\times10^{-14}$ of the initial energy. The work is 1.5% above the cold estimate, and most of it is returned by the half period.

The field energy grows well beyond its initial value. By the half period it has risen by about $0.20\ \mathrm{\mu J/m^2}$, of which the external work supplied 0.03 and the particles 0.17. The balance accounts for this transfer but does not explain its cause.

Undriven runs of 30 steps, with the initial particles and $\Delta t$ held fixed, separate the conditions. Energy changes are relative to the initial energy and Gauss errors to the charge density $en$.

- The compatible centred scheme changes the energy by $-3.5\times10^{-14}$.
- Smoothing the force alone adds 0.47%. Smoothing both sides restores the balance to $10^{-14}$.
- Using the new field alone, $\theta=1$, removes 3.4%. The run starts with zero field, so this energy comes from the particles.
- Stopping after three iterations changes the energy by $-5.4\times10^{-5}$ and leaves a Gauss error of $2\times10^{-3}$.
- Freezing the path in the weights keeps the energy to $2\times10^{-14}$ but gives a Gauss error of $3\times10^{-3}$.

The measured changes for one-sided smoothing, $\theta=1$ and the unfinished solve were tested against (7) and (8) and agree. In the compatible run the momentum changes by $6\times10^{-4}$ of $nLm_ev_{th}$, where $v_{th}=\sqrt{k_BT_e/m_e}$.

At $\omega_p\Delta t=2.5$ the energy still balances to $4\times10^{-14}$, yet the cold oscillation runs at 0.717 of its true frequency. At the example's own step the ratio is 0.904. A good energy balance is therefore no evidence that plasma oscillations are resolved in time.

## Relation to a real reactor

The periodic slab omits the sheaths and electrodes of a real capacitive discharge, and it omits collisions. Take 10 mTorr of gas at 300 K and rough cross sections. Relative to the thermal energy $\tfrac32nk_BT_eL\approx144\ \mathrm{\mu J/m^2}$, three of the neglected processes are, per rf period, about 0.6% for ohmic heating, 1.2% for vibrational loss and of order 2% for heating at the two moving sheath edges. Electronic excitation and ionization of the gas also cost energy; they are not estimated here and need not be smaller. The figure for sheath heating is only an order-of-magnitude estimate made with the bulk density; a lower density at the sheath edge raises the local drift velocity and can make the heating several times larger. The bulk-density figure amounts to a few $\mathrm{\mu J/m^2}$, comparable with the reversible exchange of $1.4\ \mathrm{\mu J/m^2}$ found here. The nearly zero net work over a period is thus a property of the collisionless periodic model, not a prediction of absorbed reactor power. Ion loss, estimated as half the gap divided by the Bohm speed, takes at least about 3 µs, or some 190 periods, so the particle number changes little in one period. The lower density at the sheath edge makes the true time longer. The energy carried to the walls is not negligible in the same way. Each lost electron-ion pair takes about $2T_e+T_e/2$ plus the sheath voltage. With the floating drop of about 14 V alone this is some 21 eV against a thermal 4.5 eV, or about 2.5% of the thermal energy per period at the 3 µs loss time. A lower edge density reduces this figure and an rf sheath voltage raises it. The skin depth of 53 mm exceeds the gap, but a one-dimensional electrostatic model cannot show inductive effects across a wide electrode. The full numerical output follows.

## Table of computed values

```
slab length 20.0 mm, cells 40, h = 0.50 mm
density 1.0e+16 m^-3, Te 3.0 eV, Ti 0.03 eV
macro-particles per species 6000, per cell 150
rf frequency 60 MHz, period 16.67 ns
current amplitude 20.0 mA/cm^2
plasma angular frequency 5.642e+09 rad/s
Debye length 0.1288 mm, h/Debye = 3.88
time step 0.2083 ns, omega_p*dt = 1.175
thermal velocity 7.264e+05 m/s, v_th*dt/h = 0.303
electron drift amplitude 1.248e+05 m/s
cold-plasma field amplitude 268.8 V/m
cold-plasma voltage amplitude over slab 5.38 V
time/period, kinetic, field, external work, defect (uJ/m^2):
  0.00 48.13366 0.00640 0.00000 0.0e+00
  0.25 49.47712 0.10973 1.44680 -7.3e-13
  0.50 47.96616 0.20182 0.02793 -2.7e-12
  0.75 49.46051 0.15663 1.47709 -2.1e-12
  1.00 47.99813 0.18626 0.04433 -3.5e-12
driven run: largest relative energy defect 7.2e-14
driven run: relative Gauss error 1.8e-12
driven run: mean sweeps per step 14.2
quarter-period work, cold theory 1.4258 uJ/m^2
quarter-period work, run/theory 1.015
undriven runs, 30 steps: final relative energy defect, Gauss error
  compatible, centred      -3.5e-14 1.1e-12
  both sides smoothed      -1.0e-14 1.0e-12
  force only smoothed      4.708e-03
  new field only (theta=1) -3.436e-02
  three sweeps only        -5.403e-05 2.1e-03
  path frozen in weights   -2.2e-14 2.9e-03
compatible run: momentum change/(n L m_e v_th) 6.45e-04
large step: dt 0.4431 ns, omega_p*dt 2.50
large step: largest relative energy defect 3.6e-14
large step: mean sweeps per step 29.8
cold frequency/true: example step 0.9041, large step 0.7168
neglected effects at 10 mTorr, 300 K:
  rough cross sections: momentum 1e-19, vibration 3e-20 m^2
  rough vibrational quantum 0.3 eV
  collision frequency 3.73e+07 1/s, per rf period 0.62
  electron mean free path 31 mm
  ohmic heating per period/thermal energy 6.1e-03
  vibrational loss per period/thermal energy 1.2e-02
  sheath-edge heating (two edges, estimate)/thermal energy 1.9e-02
  ion loss time gap/(2 Bohm speed) 3.11 us
  collisionless skin depth 53 mm
```
